\section*{Why valence plasmon satellites copy the band, and what broadens them}

\section{What a rigid shift and a GW satellite get wrong}

A valence photoemission spectrum can show a faint second band structure far below the first. Treated as extra one-electron bands, it has no counterpart in the band calculation. Read from a GW spectral function, it can lie too deep: in the flat-band case worked out below, by more than a third of the plasma energy with a bare hole propagator, and by about a fifth with one shifted to the quasiparticle energy. Treated as a rigid copy of the band, it has no width of its own, and its mean energy is misjudged near the band top.

The feature is a set of final states in which the removed electron leaves behind a hole and a plasmon. Its peak follows the band because the coupling favours plasmons of small momentum. The momentum is nevertheless not zero: the hole recoils and the plasmon energy disperses, and for undamped plasmons these two effects give the satellite its intrinsic width. One filled band coupled to plasmons suffices to show this.

\section{One hole and its plasmons}

Hartree atomic units are used, and band energies are measured from the band centre. Let $c_{\mathbf k}$ remove an electron from the band $\varepsilon_{\mathbf k}$ and $b_{\mathbf q}$ remove a plasmon of energy
\begin{equation}
\omega_q=\omega_p+\alpha q^2,\qquad q<q_c .
\end{equation}
The cutoff $q_c$ marks where the plasmon ceases to be a useful separate excitation. The Hamiltonian is
\begin{equation}
H=\sum_{\mathbf k}\varepsilon_{\mathbf k}c^\dagger_{\mathbf k}c_{\mathbf k}
+\sum_{\mathbf q}\omega_q b^\dagger_{\mathbf q}b_{\mathbf q}
+\sum_{\mathbf k,\mathbf q\ne0}g_q c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}
(b_{\mathbf q}+b^\dagger_{-\mathbf q}),
\end{equation}
with real $g_q$. Plasmons are independent, undamped bosons, and band overlap factors are set to one.

In the filled band $|F\rangle$ no electron can be moved, so $|F\rangle$ without plasmons is an eigenstate, of energy $E_N$. Removing an electron gives $c_{\mathbf k}|F\rangle$. The coupling can now fill the hole at $\mathbf k$ from $\mathbf k+\mathbf q$ while creating a plasmon $\mathbf q$. Since
\begin{equation}
c^\dagger_{\mathbf k}c_{\mathbf k+\mathbf q}c_{\mathbf k}|F\rangle
=-c^\dagger_{\mathbf k}c_{\mathbf k}c_{\mathbf k+\mathbf q}|F\rangle
=-c_{\mathbf k+\mathbf q}|F\rangle ,
\end{equation}
the matrix element is $-g_q$. Before the coupling acts, the two states have energies $E_N-\varepsilon_{\mathbf k}$ and $E_N-\varepsilon_{\mathbf k+\mathbf q}+\omega_q$. Their difference is
\begin{equation}
\Delta_{\mathbf k\mathbf q}=\omega_q-(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}).
\label{delta}
\end{equation}
We assume $\Delta_{\mathbf k\mathbf q}>0$ throughout. Otherwise the hole could decay by emitting a real plasmon, and the expansion below would fail.

To first order, the one-plasmon eigenstate contains $c_{\mathbf k}|F\rangle$ with amplitude $-g_q/\Delta_{\mathbf k\mathbf q}$. Photoemission reaches it through this admixture, so to leading order the satellite weight is
\begin{equation}
a_{\mathbf k}=\sum_{\mathbf q}\frac{g_q^2}{\Delta_{\mathbf k\mathbf q}^2}.
\end{equation}
Second-order perturbation lowers the energy of the bare hole. The removal energy $\omega=E_N-E_{\rm final}$ therefore rises to
\begin{equation}
E_{\mathbf k}=\varepsilon_{\mathbf k}+\sum_{\mathbf q}\frac{g_q^2}{\Delta_{\mathbf k\mathbf q}} .
\label{qp}
\end{equation}
This is the quasiparticle energy, and the satellite lies at $E_{\mathbf k}-\Delta_{\mathbf k\mathbf q}$. When $q\to0$, $\Delta_{\mathbf k\mathbf q}\to\omega_p$ for every $\mathbf k$: this is the replica. Using bare energies in the recoil neglects the difference between the dressing shifts at $\mathbf k+\mathbf q$ and $\mathbf k$, which is of higher order in the coupling and vanishes as $q\to0$.

\section{How the momentum transfers are distributed}

The coupling follows from the screened interaction $W$. With a single plasmon pole,
\begin{equation}
W-v=\frac{4\pi}{q^2}\frac{\omega_p^2}{z^2-\omega_q^2},
\end{equation}
where $v=4\pi/q^2$ and $z$ is the frequency. At large $z$ this has the free-electron form $v\omega_p^2/z^2$. Exchange of one boson in a volume $V$ gives
\begin{equation}
Vg_q^2\left(\frac1{z-\omega_q}-\frac1{z+\omega_q}\right)
=\frac{2Vg_q^2\omega_q}{z^2-\omega_q^2}.
\end{equation}
Equating the numerators,
\begin{equation}
g_q^2=\frac{2\pi\omega_p^2}{Vq^2\omega_q}.
\end{equation}
For any function $f(\mathbf q)$, with $\langle f\rangle_\Omega$ its average over directions,
\begin{align}
\sum_{\mathbf q}g_q^2f
&=\frac{V}{(2\pi)^3}\int_0^{q_c}4\pi q^2\,dq\,
\frac{2\pi\omega_p^2}{Vq^2\omega_q}\langle f\rangle_\Omega\nonumber\\
&=\frac{\omega_p^2}{\pi}\int_0^{q_c}\frac{dq}{\omega_q}\langle f\rangle_\Omega .
\label{sum}
\end{align}
The Coulomb factor $1/q^2$ cancels the phase-space factor $q^2$. Apart from the slow factor $1/\omega_q$, all magnitudes up to $q_c$ count equally. The satellite is thus not made of $q=0$ plasmons alone. Its peak nevertheless follows the band, because phase space no longer suppresses the smallest momenta, and these leave the hole energy almost unchanged. The larger momenta broaden the satellite and shift its mean.

For a flat band and $\alpha=0$, Eq.~\eqref{sum} gives $a=q_c/(\pi\omega_p)$. With $q_c=0.4$ bohr$^{-1}$ and $\omega_p=0.6$ hartree, $a=0.4/(0.6\pi)=0.212$.

\section{Why the spacing calls for a cumulant}

Suppose first that recoil is linear, $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf v\cdot\mathbf q$, for all momenta involved. Total momentum fixes the hole momentum once the plasmon numbers are known, so these numbers label the states. Let $b_{\mathbf q}$ now act on these labels. The removal-energy operator $L=E_N-H$ becomes
\begin{equation}
L=\varepsilon_{\mathbf k}-\sum_{\mathbf q}\left[\Delta_{\mathbf q}b^\dagger_{\mathbf q}b_{\mathbf q}
-g_q(b_{\mathbf q}+b^\dagger_{\mathbf q})\right],
\end{equation}
with $\Delta_{\mathbf q}=\omega_q-\mathbf v\cdot\mathbf q$. The coupling sign has changed because $L$ contains $-H$. Set $B_{\mathbf q}=b_{\mathbf q}-g_q/\Delta_{\mathbf q}$. Then
\begin{equation}
\Delta_{\mathbf q}B^\dagger_{\mathbf q}B_{\mathbf q}
=\Delta_{\mathbf q}b^\dagger_{\mathbf q}b_{\mathbf q}
-g_q(b_{\mathbf q}+b^\dagger_{\mathbf q})+g_q^2/\Delta_{\mathbf q},
\end{equation}
and hence
\begin{equation}
L=E_{\mathbf k}-\sum_{\mathbf q}\Delta_{\mathbf q}B^\dagger_{\mathbf q}B_{\mathbf q}.
\end{equation}
Each plasmon is a displaced oscillator. The state just after removal obeys $b_{\mathbf q}|0\rangle=0$, or $B_{\mathbf q}|0\rangle=-(g_q/\Delta_{\mathbf q})|0\rangle$. Its coefficients in the eigenstates of $B^\dagger_{\mathbf q}B_{\mathbf q}$ satisfy $\sqrt{n+1}\,C_{n+1}=-(g_q/\Delta_{\mathbf q})C_n$. With $s_{\mathbf q}=g_q^2/\Delta_{\mathbf q}^2$ and normalization, $|C_n|^2=e^{-s_{\mathbf q}}s_{\mathbf q}^n/n!$. Summing phases $e^{-i\omega t}$ with these weights gives
\begin{equation}
S_{\mathbf k}(t)=\exp\left[-iE_{\mathbf k}t+\sum_{\mathbf q}
\frac{g_q^2}{\Delta_{\mathbf k\mathbf q}^2}
\left(e^{i\Delta_{\mathbf k\mathbf q}t}-1\right)\right].
\label{cum}
\end{equation}
The spectrum is $A_{\mathbf k}(\omega)=\int dt\,e^{i\omega t}S_{\mathbf k}(t)/(2\pi)$. Expanding the exponential gives weight $e^{-a_{\mathbf k}}$ in the main line and $a_{\mathbf k}e^{-a_{\mathbf k}}$ in the first satellite.

For a curved band Eq.~\eqref{cum} is the cumulant approximation. Near an extremum with curvature $1/m^*$, two plasmons change the hole energy by $\mathbf q_1\cdot\mathbf q_2/m^*$ beyond the sum of their separate recoils. The exponential omits this correlation.

A GW self-energy with a bare hole propagator behaves differently. In this model it is
\begin{equation}
\Sigma_{\mathbf k}(\omega)=\sum_{\mathbf q}\frac{g_q^2}{\omega-\varepsilon_{\mathbf k+\mathbf q}+\omega_q}.
\end{equation}
The same equation arises if at most one plasmon is allowed. With amplitudes $C_0$ and $C_{\mathbf q}$, the eigenvalue equations are $(\omega-\varepsilon_{\mathbf k})C_0=\sum_{\mathbf q}g_qC_{\mathbf q}$ and $(\omega-\varepsilon_{\mathbf k+\mathbf q}+\omega_q)C_{\mathbf q}=g_qC_0$; eliminating $C_{\mathbf q}$ gives $\omega-\varepsilon_{\mathbf k}=\Sigma_{\mathbf k}(\omega)$. For a flat band with $\alpha=0$, put $x=\omega-\varepsilon$:
\begin{equation}
x=\frac{a\omega_p^2}{x+\omega_p}
\quad\Rightarrow\quad
x_\pm=\frac{-\omega_p\pm\omega_p\sqrt{1+4a}}2 .
\end{equation}
The spacing is $\omega_p\sqrt{1+4a}=0.816$ hartree, instead of $0.600$. The error is $0.216$ hartree, or 36\% of $\omega_p$. The hole without a plasmon is relaxed by its coupling, but the hole accompanying a plasmon cannot relax by forming a second one. The cumulant restores that relaxation. The size of the GW error depends on the propagator. If the hole energy inside $\Sigma$ is shifted to the quasiparticle energy $\varepsilon+a\omega_p$, then $y=x-a\omega_p$ obeys $(y+a\omega_p)(y+\omega_p)=a\omega_p^2$, with roots $0$ and $-\omega_p(1+a)$. The spacing is then $0.727$ hartree, still 21\% too large.

\section{A sharp peak inside a broad satellite}

Measure the satellite from the ideal replica energy $E_{\mathbf k}-\omega_p$:
\begin{equation}
x=\omega_p-\Delta_{\mathbf k\mathbf q}
=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\alpha q^2 .
\end{equation}
Take linear recoil alone, with constant weights. Then $x=vq\mu$, where $\mu$, the cosine of the angle between $\mathbf v$ and $\mathbf q$, is uniform between $-1$ and $1$. At fixed $q$ the density of $x$ is $1/(2vq)$ for $|x|<vq$. Averaging over uniform $q$,
\begin{equation}
P(x)=\frac1{q_c}\int_{|x|/v}^{q_c}\frac{dq}{2vq}
=\frac1{2vq_c}\ln\frac{vq_c}{|x|}.
\end{equation}
Recoil thus makes wings but leaves a logarithmic peak at $x=0$. The fraction within $|x|<0.1vq_c$ is $0.1(1-\ln0.1)=0.330$, against $0.1$ for a uniform distribution of the same extent. Adding $-\alpha q^2$ leaves the lower integration limit near $|x|/v$ for small $x$, so the logarithm survives.

At a band extremum $v=0$ and the leading term is $x=\beta q^2$. Uniform $q$ then gives
\begin{equation}
P(x)=\frac1{q_c}\left|\frac{dq}{dx}\right|
=\frac1{2q_c\sqrt{\beta x}},
\end{equation}
on the side where $\beta x>0$, up to $|x|=|\beta|q_c^2$. The peak again starts at the replica energy, but is one-sided. Lifetime or instrumental smoothing moves its maximum towards the side where $\beta x>0$, which carries the weight.

\section{Recoil and dispersion can cancel}

Consider the simple-cubic band $\varepsilon_{\mathbf k}=-2t\sum_i\cos(k_ia)$, where $a$ inside a cosine or sine is the lattice constant. Its bottom is at $k_ia=0$ and its top at $k_ia=\pi$. Expanding the cosine gives $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}\simeq\pm q^2/(2m^*)$ at bottom and top, with $1/m^*=2ta^2$. Therefore
\begin{equation}
\beta=\pm\frac1{2m^*}-\alpha .
\end{equation}
At the bottom a recoiling hole moves to a higher band energy, which offsets the cost of a dispersing plasmon. At the top both effects push the satellite down.

For uniform $q$, $\langle q^2\rangle=q_c^2/3$ and $\langle q^4\rangle=q_c^4/5$, so the variance of $q^2$ is $q_c^4(1/5-1/9)=4q_c^4/45$. The small-$q$ rms width at an extremum is
\begin{equation}
\sigma=|\beta|q_c^2\sqrt{4/45}.
\end{equation}
At mid-band, $k_ia=\pi/2$, the curvature vanishes. Recoil is odd in $\mathbf q$ and dispersion even, so without the $1/\Delta^2$ weighting their covariance is zero:
\begin{equation}
\sigma^2=\frac{v^2q_c^2}{9}+\frac{4\alpha^2q_c^4}{45}.
\label{mid}
\end{equation}
The first term uses $\langle\mu^2\rangle=1/3$.

The mean energy also has a simple form. In the average of $\cos(k_ia+q_ia)$ over directions the sine term drops out, leaving
\begin{equation}
\langle\varepsilon_{\mathbf k+\mathbf q}\rangle_\Omega
=\varepsilon_{\mathbf k}\frac12\int_{-1}^1\cos(qa\mu)\,d\mu
=\varepsilon_{\mathbf k}\frac{\sin qa}{qa}.
\end{equation}
The mean final hole energy follows a narrowed band, since recoil can only raise the energy from the bottom and lower it from the top.

\section{How large the effects are}

Take $t=0.03$ hartree, $a=4$ bohr, $\omega_p=0.6$ hartree (16.3 eV), $\alpha=0.4$ hartree bohr$^2$ and $q_c=0.4$ bohr$^{-1}$. These are model parameters. The band width is $12t=0.360$ hartree (9.8 eV). The table gives energies in hartree along the cube diagonal, including the full $1/\Delta^2$ weights. Peaks were located after Gaussian smoothing with $\sigma=0.005$ hartree.

\begin{center}
\begin{tabular}{ccccc}
$k_ia/\pi$ & $\varepsilon_{\mathbf k}$ & peak $\Delta$ & mean $\Delta$ & rms width\\
0.00 & $-0.180$ & 0.598 & 0.598 & 0.002\\
0.25 & $-0.127$ & 0.600 & 0.601 & 0.033\\
0.50 & 0.000 & 0.600 & 0.613 & 0.048\\
0.75 & 0.127 & 0.600 & 0.631 & 0.044\\
1.00 & 0.180 & 0.604 & 0.639 & 0.038
\end{tabular}
\end{center}

At this smoothing the peak separation stays within 0.004 hartree (0.1 eV) of $\omega_p$. Subtracting the separations from the bare band gives a replica with 98\% of the band width if peaks are used, and 88\% if means are used. The peak figure depends on the smoothing: it is above 99\% for $\sigma=0.001$ hartree, 95\% for $0.02$ and 91\% for $0.05$. At the bottom the smoothing exceeds the intrinsic width, so the tabulated peak there nearly coincides with the mean. The quasiparticle shift itself falls from 0.124 hartree at the bottom to 0.115 at the top, so main band and replica both narrow slightly more in absolute energy.

At the bottom, $\beta=0.48-0.40=0.08$. Recoil alone would give a width of 0.0209 hartree and dispersion alone 0.0185; together they leave 0.002, or 0.05 eV. The small-$q$ estimate is 0.004. It is poor here because the quadratic term nearly cancels: the next term of the cosine, $-(ta^4/12)\sum_iq_i^4$, averages to $-0.384q^4$. At $q_c$ this is $-0.010$ hartree, comparable with $\beta q_c^2=0.013$.

At the top, $\beta=-0.48-0.40=-0.88$. The separate widths, 0.0201 and 0.0185, combine to 0.0376 hartree (1.0 eV), close to their sum because both displacements depend on the same $q^2$. The small-$q$ estimate is 0.042.

At mid-band $v=0.416$, and Eq.~\eqref{mid} gives
\begin{equation}
\sigma=\sqrt{(0.0554)^2+(0.0191)^2}=0.059\ \text{hartree}.
\end{equation}
The full calculation gives 0.048 hartree (1.3 eV). One reason is that recoil is really $2t\sum_i\sin(q_ia)$, which grows more slowly than its linear part. Another appears when dispersion is switched off: the width remains 0.048, although variances should add. The weight $1/\Delta^2$ is proportional to $1+2x/\omega_p$ at first order, and this changes the variance by $2\langle(x-\bar x)^3\rangle/\omega_p$. The part linear in $\alpha$ is
\begin{equation}
-\frac{6\alpha}{\omega_p}\left\langle(\mathbf v\cdot\mathbf q)^2
(q^2-\langle q^2\rangle)\right\rangle
=-\frac{2\alpha v^2}{\omega_p}\frac{4q_c^4}{45}.
\end{equation}
Its size relative to the direct dispersion term is $2v^2/(\alpha\omega_p)=1.4$. The factor $1/\omega_q\propto1-\alpha q^2/\omega_p$ in $g_q^2$ changes the variance by $-(\alpha/\omega_p)\langle(\mathbf v\cdot\mathbf q)^2(q^2-\langle q^2\rangle)\rangle$, one sixth more of the same sign, while the linear recoil overestimates both terms. The ratio therefore gives only the order of magnitude: the weighting term opposes the direct one and is of similar size, and for these parameters the full calculation shows them nearly cancelling.

The same weighting affects the mean. Dispersion adds about $\alpha q_c^2/3=0.021$ hartree to the separation at mid-band, while the weight subtracts about $2\sigma^2/\omega_p=0.008$. This first-order estimate gives $0.600+0.0213-0.0076=0.614$, close to the 0.613 in the table. The first satellite carries 17\% of the spectral weight at the bottom and 15\% at the top.

The cumulant was tested for the curved band by diagonalizing a hole with six plasmon modes at $q=0.231$ bohr$^{-1}$. At bottom, middle and top its mean separation differs from the diagonalized one by less than 0.002 hartree, and its main-line weight by less than 0.001. At the bottom the difference in the mean, 0.001 hartree, is nevertheless comparable with the rms width in the table, so that width shows only that the satellite is very narrow there. This tests recoil correlation in a small set of modes, not plasmon damping or the single-pole assumption. The numerical output lists both sets of values.

\section{When the replica disappears}

A definite plasmon energy is not enough to make a replica. Let the coupling be independent of $\mathbf q$ over the whole Brillouin zone and set $\alpha=0$. The final hole then explores every band energy, whatever the initial $\mathbf k$. With $D$ the density of band states and $\omega=\varepsilon_{\mathbf k+\mathbf q}-\omega_p$, the leading-order satellite is
\begin{equation}
A^{(1)}_{\mathbf k}(\omega)\propto
\frac{D(\omega+\omega_p)}{(\omega-\varepsilon_{\mathbf k})^2}.
\end{equation}
Only the denominator remembers $\mathbf k$. From bottom to top the mean moves by $-4\%$ of the band width, instead of nearly following the band. The sign is negative because the denominator is smaller for an initial hole at the bottom, and so favours the upper final states more strongly. The copy therefore needs a coupling that favours small momentum transfers. This example removed two things at once, the Coulomb factor $1/q^2$ and the cutoff, and they act differently. With $\alpha=0$, the factor $1/q^2$ kept over the whole zone gives a peak that spans 98\% of the band width but a mean that spans only 39\%. A constant coupling cut off at $q_c$ gives 69\% and 77\%. The Coulomb factor ties the peak to the band; the cutoff does more to tie the mean.

\section{What to do with a measured or computed spectrum}

Take the satellite from a cumulant, not from the second solution of the GW quasiparticle equation. The GW self-energy still supplies the input. Its one-plasmon spectral density,
\begin{equation}
\Gamma_{\mathbf k}(\omega)=\frac{|\operatorname{Im}\Sigma_{\mathbf k}(\omega)|}{\pi}
=\sum_{\mathbf q}g_q^2\,\delta(\omega-\varepsilon_{\mathbf k+\mathbf q}+\omega_q),
\end{equation}
contains recoil and dispersion. On each contribution $\omega-\varepsilon_{\mathbf k}=-\Delta_{\mathbf k\mathbf q}$, so dividing $\Gamma_{\mathbf k}$ by $(\omega-\varepsilon_{\mathbf k})^2$ gives the satellite function in the exponent of Eq.~\eqref{cum}. Replacing it by one line at $\omega_p$ discards the intrinsic width.

Compare peak with peak when testing whether the satellite follows the band, provided damping and resolution are small compared with the intrinsic width; under broader smoothing the peak moves towards the mean. A centroid, or a symmetric fit to an asymmetric line, also measures recoil and dispersion. Do not assign one constant width to the replica: in the cumulant for this model it varies from about 0.05 eV at the bottom to 1.3 eV at mid-band. The narrow bottom depends on $1/(2m^*)$ being close to $\alpha$ and is not a general property. The widths also depend on the cutoff: for $q_c$ from 0.3 to 0.6 bohr$^{-1}$ the mid-band width grows from 0.038 to 0.066 hartree and the width at the top from 0.022 to 0.075. They refer to undamped plasmons; where damping or resolution exceeds them, the variation along the band is largely hidden and a nearly constant observed width is no contradiction.

These results describe the intrinsic spectrum of a filled band. In a partly filled band, occupied and empty states both enter, and the one-hole solution no longer applies. Plasmon damping adds width even at $q=0$. Losses suffered by the photoelectron on its way out, and photoemission matrix elements, must be treated separately before measured intensities are compared with $a_{\mathbf k}e^{-a_{\mathbf k}}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t = 0.030 hartree; lattice constant = 4.0 bohr
plasma energy = 0.600 hartree = 16.33 eV
dispersion alpha = 0.40 hartree bohr^2
cutoff q_c = 0.40 bohr^-1
band width = 0.360 hartree = 9.80 eV
inverse band mass at bottom = 0.960 (1/m_e)
mid-band speed = 0.4157 a.u.
smoothing sigma for peak search = 0.0050 hartree
flat-band strength a = 0.2122 (no unit)
flat-band spacing, GW = 0.8158 hartree
flat-band spacing, diagonalized = 0.6000 hartree
Along diagonal: energies in hartree; a and weights have no unit
k_i*a_lat/pi = 0.00: band energy = -0.1800
  separation: peak = 0.5977, mean = 0.5976
  rms width = 0.0018, quasiparticle shift = 0.1235
  a = 0.2067, main weight = 0.8132, first satellite = 0.1681
k_i*a_lat/pi = 0.25: band energy = -0.1273
  separation: peak = 0.5997, mean = 0.6007
  rms width = 0.0332, quasiparticle shift = 0.1225
  a = 0.2040, main weight = 0.8155, first satellite = 0.1663
k_i*a_lat/pi = 0.50: band energy = -0.0000
  separation: peak = 0.5997, mean = 0.6131
  rms width = 0.0479, quasiparticle shift = 0.1197
  a = 0.1953, main weight = 0.8226, first satellite = 0.1606
k_i*a_lat/pi = 0.75: band energy = 0.1273
  separation: peak = 0.6002, mean = 0.6308
  rms width = 0.0436, quasiparticle shift = 0.1165
  a = 0.1847, main weight = 0.8314, first satellite = 0.1535
k_i*a_lat/pi = 1.00: band energy = 0.1800
  separation: peak = 0.6037, mean = 0.6393
  rms width = 0.0376, quasiparticle shift = 0.1151
  a = 0.1800, main weight = 0.8352, first satellite = 0.1504
replica/band width from peaks = 0.9833
replica/band width from means = 0.8842
narrowing factor R, g^2 weighted = 0.8717
replica/band width, local coupling = -0.0372
Rms widths in hartree: recoil only, dispersion only, both
bottom: 0.0209, 0.0185, 0.0018 (both = 0.05 eV)
  small-q estimate, both = 0.0038
middle: 0.0481, 0.0185, 0.0479 (both = 1.30 eV)
  small-q estimate, both = 0.0586
top: 0.0201, 0.0185, 0.0376 (both = 1.02 eV)
  small-q estimate, both = 0.0420
linear recoil: fraction in |x| < 0.1 v q_c = 0.3303
six-mode test: mode wavevector = 0.2309 bohr^-1
Six modes: mean separation (hartree), main weight (no unit)
bottom: diagonalized 0.5985, 0.8134; cumulant 0.5975, 0.8132
middle: diagonalized 0.6146, 0.8232; cumulant 0.6140, 0.8231
top: diagonalized 0.6438, 0.8372; cumulant 0.6452, 0.8374
\end{verbatim}
